**Symmetry-allowed force constants of diamond, counted and tested numerically**

The force-constant matrix Φ_ij(P,Q) is the second derivative of the energy with respect to the displacements of atoms P and Q. For nearest neighbours it has two parameters, α (diagonal) and β (off-diagonal); for second neighbours it has four, μ, ν, λ and δ, with δ entering antisymmetrically. The program finds the 48 operations of the crystal, modulo lattice translations, from the atomic positions and asserts by linear algebra that these forms span all allowed matrices. It also asserts that the same second-neighbour pair has three parameters in a simple fcc crystal. For a model with bond-stretching and angle-bending energies, it differentiates the energy of a periodic 64-atom cell numerically and asserts agreement with the derived matrices for every first and second neighbour, including the reversed sign of δ on the other sublattice. The output gives α = −180, β = −60, μ = ν = −5, λ = 20 and δ = −10 N/m, and a zone-centre optical frequency of 42.78 THz for the mass of carbon-12. Removing δ leaves the eigenvalues Mω² unchanged at the tested points on [100] and [111], but shifts them by up to 31.8 N/m at the tested point on [110].

## Program and output

```python
# Result under test: symmetry-allowed force-constant matrices of diamond.
#   nearest neighbour (a/4)(1,1,1): diagonal alpha, off-diagonal beta
#   second neighbour (a/2)(1,1,0), from sublattice A:
#       [[mu, nu, delta], [nu, mu, delta], [-delta, -delta, lam]]
#   from sublattice B the second matrix is transposed.
# Phi_ij(P,Q) = d2V / du_i(P) du_j(Q).  Positions are in units of a/4.
# Model energy: k_r/2 (dr)^2 per bond + k_t r0^2/2 (dtheta)^2 per bond angle,
# with displacements in units of the bond length r0, so Phi is in N/m.
import itertools
import numpy as np
from scipy.linalg import null_space
from scipy import constants as const


def sublattice(p):
    """0 for an A atom, 1 for a B atom, None for an empty point."""
    for label in (0, 1):
        s = np.asarray(p) - label
        if np.all(s % 2 == 0) and s.sum() % 4 == 0:
            return label
    return None


# ---------- space-group operations found from the atomic positions ----------
rotations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.zeros((3, 3), dtype=int)
        for row in range(3):
            R[row, perm[row]] = signs[row]
        rotations.append(R)


def find_operations(allowed):
    points = [np.array(p) for p in itertools.product(range(-2, 4), repeat=3)
              if sublattice(p) in allowed]
    found = []
    for R in rotations:
        for t in (np.zeros(3, dtype=int), np.ones(3, dtype=int)):
            if all(sublattice(R @ p + t) in allowed for p in points):
                found.append((R, t))
    return found


transpose_map = np.zeros((9, 9))
for i in range(3):
    for j in range(3):
        transpose_map[3 * i + j, 3 * j + i] = 1


def allowed_matrices(P, Q, operations, use_exchange=True):
    """Basis of allowed Phi(P,Q), and numbers of fixing/exchanging operations."""
    v = Q - P
    rows, fixing, exchanging = [], 0, 0
    for R, t in operations:
        image = sublattice(R @ P + t)
        if np.array_equal(R @ v, v) and image == sublattice(P):
            rows.append(np.kron(R, R) - np.eye(9))
            fixing += 1
        if np.array_equal(R @ v, -v) and image == sublattice(Q):
            exchanging += 1
            if use_exchange:
                rows.append(np.kron(R, R) - transpose_map)
    return null_space(np.vstack(rows)), fixing, exchanging


def near_form(s, alpha, beta):
    M = beta * np.outer(s, s).astype(float)
    np.fill_diagonal(M, alpha)
    return M


def second_form(v, mu, nu, lam, delta):
    """Force-constant matrix from an A atom to the second neighbour v."""
    s = np.sign(v)
    n = int(np.where(s == 0)[0][0])
    j, k = (n + 1) % 3, (n + 2) % 3
    M = np.zeros((3, 3))
    M[j, j] = M[k, k] = mu
    M[n, n] = lam
    M[j, k] = M[k, j] = nu * s[j] * s[k]
    M[j, n], M[n, j] = delta * s[k], -delta * s[k]
    M[k, n], M[n, k] = delta * s[j], -delta * s[j]
    return M


def same_span(basis, forms):
    F = np.array([f.ravel() for f in forms]).T
    rank = np.linalg.matrix_rank
    return (rank(F) == basis.shape[1] == F.shape[1]
            and rank(np.hstack([basis, F]), tol=1e-9) == basis.shape[1])


diamond_ops = find_operations({0, 1})
fcc_ops = find_operations({0})
origin, near, second = np.array([0, 0, 0]), np.array([1, 1, 1]), np.array([2, 2, 0])
near_basis, near_fix, near_swap = allowed_matrices(origin, near, diamond_ops)
sec_basis, sec_fix, sec_swap = allowed_matrices(origin, second, diamond_ops)
fix_only = allowed_matrices(origin, second, diamond_ops, False)[0]
near_fix_only = allowed_matrices(origin, near, diamond_ops, False)[0]
fcc_basis = allowed_matrices(origin, second, fcc_ops)[0]
assert len(diamond_ops) == 48 and len(fcc_ops) == 48
assert same_span(near_basis, [near_form(near, *e) for e in np.eye(2)])
assert same_span(sec_basis, [second_form(second, *e) for e in np.eye(4)])
assert near_fix_only.shape[1] == 2 and fix_only.shape[1] == 5
assert same_span(fcc_basis, [second_form(second, *e) for e in np.eye(4)[:3]])

# ---------- model energy of a periodic 64-atom cell ----------
k_r, k_t = 300.0, 30.0            # N/m, round model parameters
L = 8
atoms = [p for p in itertools.product(range(L), repeat=3) if sublattice(p) is not None]
index = {p: n for n, p in enumerate(atoms)}
assert len(atoms) == 64
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def atom_at(p):
    return index[tuple(int(c) % L for c in p)]


bonds0 = np.array([tetra * (1 if sublattice(p) == 0 else -1) for p in atoms])
neigh = np.array([[atom_at(np.array(p) + b) for b in bonds0[n]]
                  for n, p in enumerate(atoms)])
bonds0 = bonds0 / np.sqrt(3)
first, other = np.triu_indices(4, 1)
theta0 = np.arccos(-1 / 3)


def energy(u):
    r = bonds0 + u[neigh] - u[:, None, :]
    length = np.sqrt((r ** 2).sum(-1))
    unit = r / length[..., None]
    theta = np.arccos((unit[:, first] * unit[:, other]).sum(-1))
    stretch = 0.25 * k_r * ((length - 1) ** 2).sum()   # each bond is met twice
    return stretch + 0.5 * k_t * ((theta - theta0) ** 2).sum()


def mixed_derivative(function, m, n, h=1e-4):
    M = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            for s, t in itertools.product((1, -1), repeat=2):
                u = np.zeros((64, 3))
                u[m, i] += s * h
                u[n, j] += t * h
                M[i, j] += s * t * function(u) / (4 * h * h)
    return M


second_vectors = [np.array(v) for v in itertools.product((-2, 0, 2), repeat=3)
                  if np.count_nonzero(v) == 2]
sites = [origin, near]
self_fd, near_fd, second_fd = [], [], []
for label, site in enumerate(sites):
    m = atom_at(site)
    self_fd.append(mixed_derivative(energy, m, m))
    near_fd.append([mixed_derivative(energy, m, atom_at(site + b * (1 - 2 * label)))
                    for b in tetra])
    second_fd.append([mixed_derivative(energy, m, atom_at(site + v))
                      for v in second_vectors])

# parameters derived by hand for this energy
alpha, beta = -(k_r + 8 * k_t) / 3, -(k_r - 4 * k_t) / 3
mu = nu = -k_t / 6
delta, lam = -k_t / 3, 2 * k_t / 3
tol = 1e-3                        # N/m, finite-difference truncation
for label in (0, 1):
    for b, M in zip(tetra, near_fd[label]):
        assert np.allclose(M, near_form(b, alpha, beta), atol=tol, rtol=0)
    for v, M in zip(second_vectors, second_fd[label]):
        form = second_form(v, mu, nu, lam, delta)
        assert np.allclose(M, form if label == 0 else form.T, atol=tol, rtol=0)
    total = self_fd[label] + sum(near_fd[label]) + sum(second_fd[label])
    assert np.allclose(total, 0, atol=1e-2)
self_value = -(4 * alpha + 8 * mu + 4 * lam)
assert np.allclose(self_fd[0], self_value * np.eye(3), atol=tol, rtol=0)

# a central pair energy gives a symmetric matrix, hence no delta
target = atom_at(second)


def pair_energy(u):
    return np.exp(-np.linalg.norm(second / np.sqrt(3) + u[target] - u[atom_at(origin)]))


pair_matrix = mixed_derivative(pair_energy, atom_at(origin), target)
assert np.abs(pair_matrix).max() > 1e-2
assert abs(pair_matrix[0, 2]) < 1e-5 and abs(pair_matrix[2, 0]) < 1e-5


# ---------- dynamical matrix times mass, w = q a / 2 ----------
def dynamical(w, keep_delta=True):
    D = np.zeros((6, 6), dtype=complex)
    for label in (0, 1):
        block = self_fd[label].astype(complex)
        for v, M in zip(second_vectors, second_fd[label]):
            used = M if keep_delta else (M + M.T) / 2
            block += used * np.exp(1j * np.dot(w, v) / 2)
        D[3 * label:3 * label + 3, 3 * label:3 * label + 3] = block
    D[:3, 3:] = sum(M * np.exp(1j * np.dot(w, b) / 2) for b, M in zip(tetra, near_fd[0]))
    D[3:, :3] = D[:3, 3:].conj().T
    return D


w = np.array([0.7, 1.1, -0.4])
D = dynamical(w)
assert np.allclose(D, D.conj().T, atol=tol)
for x in range(3):
    y, z = (x + 1) % 3, (x + 2) % 3
    formula = 4 * delta * np.sin(w[y]) * (np.cos(w[x]) - np.cos(w[z]))
    assert abs(D[x, z].imag - formula) < tol
    assert abs(D[3 + x, 3 + z].imag + formula) < tol


def shift_from_delta(w):
    return np.abs(np.linalg.eigvalsh(dynamical(w))
                  - np.linalg.eigvalsh(dynamical(w, False))).max()


w100 = np.array([np.pi / 2, 0, 0])
w111 = np.full(3, 0.3 * np.pi)
w110 = np.array([np.pi / 2, np.pi / 2, 0])
shifts = [shift_from_delta(point) for point in (w100, w111, w110)]
assert shifts[0] < tol and shifts[1] < tol and shifts[2] > 0.1

gamma = np.linalg.eigvalsh(dynamical(np.zeros(3)))
assert np.allclose(gamma, [0, 0, 0] + [-8 * alpha] * 3, atol=1e-2)
mass = 12 * const.atomic_mass
frequency = np.sqrt(gamma[3:].mean() / mass) / (2 * np.pi)


def show(M):
    for row in M:
        print("   ", "  ".join(f"{round(float(c), 3) + 0.0:9.3f}" for c in row))


def listing(values):
    return "  ".join(f"{round(float(c), 2) + 0.0:.2f}" for c in values)


print("operations in diamond, modulo lattice translations:", len(diamond_ops))
print("nearest pair: fixing, exchanging operations:", near_fix, near_swap)
print("nearest pair: free parameters:", near_basis.shape[1])
print("second pair: fixing, exchanging operations:", sec_fix, sec_swap)
print("second pair: parameters from fixing operations only:", fix_only.shape[1])
print("second pair: free parameters, all operations:", sec_basis.shape[1])
print("same pair in simple fcc crystal: free parameters:", fcc_basis.shape[1])
print(f"model inputs: k_r = {k_r:.0f} N/m, k_theta = {k_t:.0f} N/m")
print(f"alpha = {alpha:.3f} N/m, beta = {beta:.3f} N/m")
print(f"mu = {mu:.3f}, nu = {nu:.3f}, lambda = {lam:.3f}, delta = {delta:.3f} N/m")
print("numerical matrix, A to nearest neighbour (1,1,1)a/4, N/m:")
show(near_fd[0][0])
pick = [n for n, v in enumerate(second_vectors) if np.array_equal(v, second)][0]
print("numerical matrix, A to second neighbour (1,1,0)a/2, N/m:")
show(second_fd[0][pick])
print("numerical matrix, B to second neighbour (1,1,0)a/2, N/m:")
show(second_fd[1][pick])
print(f"self force constant of one atom = {self_fd[0][0, 0]:.3f} N/m")
print(f"zone-centre optical M omega^2 = {gamma[3:].mean():.2f} N/m")
print(f"carbon-12 mass = {mass:.5e} kg")
print(f"zone-centre optical frequency = {frequency / 1e12:.2f} THz")
print(f"  the same as wavenumber = {frequency / const.c / 100:.0f} cm^-1")
print("M omega^2 at q = (2 pi/a)(1/2,1/2,0), N/m:")
print("  with delta:   ", listing(np.linalg.eigvalsh(dynamical(w110))))
print("  without delta:", listing(np.linalg.eigvalsh(dynamical(w110, False))))
print("largest change of M omega^2 on removing delta, N/m:")
print(f"  q = (2 pi/a)(1/2,0,0):       {shifts[0]:.3f}")
print(f"  q = (2 pi/a)(0.3,0.3,0.3):   {shifts[1]:.3f}")
print(f"  q = (2 pi/a)(1/2,1/2,0):     {shifts[2]:.3f}")
print("every check passed")
```

Running it gives:

```
operations in diamond, modulo lattice translations: 48
nearest pair: fixing, exchanging operations: 6 6
nearest pair: free parameters: 2
second pair: fixing, exchanging operations: 2 2
second pair: parameters from fixing operations only: 5
second pair: free parameters, all operations: 4
same pair in simple fcc crystal: free parameters: 3
model inputs: k_r = 300 N/m, k_theta = 30 N/m
alpha = -180.000 N/m, beta = -60.000 N/m
mu = -5.000, nu = -5.000, lambda = 20.000, delta = -10.000 N/m
numerical matrix, A to nearest neighbour (1,1,1)a/4, N/m:
     -180.000    -60.000    -60.000
      -60.000   -180.000    -60.000
      -60.000    -60.000   -180.000
numerical matrix, A to second neighbour (1,1,0)a/2, N/m:
       -5.000     -5.000    -10.000
       -5.000     -5.000    -10.000
       10.000     10.000     20.000
numerical matrix, B to second neighbour (1,1,0)a/2, N/m:
       -5.000     -5.000     10.000
       -5.000     -5.000     10.000
      -10.000    -10.000     20.000
self force constant of one atom = 680.000 N/m
zone-centre optical M omega^2 = 1440.00 N/m
carbon-12 mass = 1.99265e-26 kg
zone-centre optical frequency = 42.78 THz
  the same as wavenumber = 1427 cm^-1
M omega^2 at q = (2 pi/a)(1/2,1/2,0), N/m:
  with delta:    180.00  300.00  382.17  960.00  1117.83  1140.00
  without delta: 180.00  276.59  413.99  983.41  1086.01  1140.00
largest change of M omega^2 on removing delta, N/m:
  q = (2 pi/a)(1/2,0,0):       0.000
  q = (2 pi/a)(0.3,0.3,0.3):   0.000
  q = (2 pi/a)(1/2,1/2,0):     31.826
every check passed
```
